# How Large Must a Space Radiator Be to Reject One Kilowatt?

A flat panel at 300 K with emissivity 0.9, radiating from one face into empty space, needs about **2.4 square metres** to reject 1 kW. The formula is

$$
A=\frac{P}{\varepsilon\sigma T^4},
$$

where $P$ is the rejected power, $\varepsilon$ the total hemispherical emissivity, $T$ the absolute temperature and $\sigma$ the Stefan–Boltzmann constant. The panel has a uniform temperature, its back is perfectly insulated, and no radiation arrives from outside. The surrounding vacuum allows neither conduction nor convection, and conduction through the panel's mounts is neglected.

With $\sigma=5.67\times10^{-8}\ \mathrm{W\,m^{-2}\,K^{-4}}$ and $T^4=8.1\times10^9\ \mathrm{K^4}$, a black surface emits $459\ \mathrm{W/m^2}$. The panel emits 0.9 of this, so

$$
q=\varepsilon\sigma T^4=413.4\ \mathrm{W/m^2},\qquad
A=\frac{1000\ \mathrm W}{413.4\ \mathrm{W/m^2}}=2.42\ \mathrm{m^2},
$$

or $2.42\times10^4\ \mathrm{cm^2}$. If both faces had this emissivity and saw empty space, half the panel area would do.

## A rough argument for the fourth power

The law can be guessed from three facts. An electromagnetic mode of frequency $\nu$ is well excited only if $h\nu$ is not much larger than $kT$, where $h$ is Planck's constant and $k$ Boltzmann's constant. The number of such modes per volume is of order $(kT/hc)^3$, since the shortest excited wavelength is about $hc/kT$. Each holds an energy of order $kT$, which travels at the speed of light $c$. The flux is therefore of order

$$
c\left(\frac{kT}{hc}\right)^3kT=\frac{k^4T^4}{h^3c^2}.
$$

This gives the power of $T$ but not a trustworthy prefactor. The derivation below supplies the prefactor and shows how far a sharp cutoff at $h\nu=kT$ would miss it.

## From modes to the radiated flux

**Counting the modes.** Take a cubic box of side $L$ and volume $V=L^3$, with periodic boundaries. The allowed wavevectors are $\mathbf k=2\pi\mathbf n/L$, where $\mathbf n$ has integer components. Since $\nu=c|\mathbf k|/2\pi$, the frequency is $\nu=c|\mathbf n|/L$. Modes up to $\nu$ thus correspond to lattice points inside a sphere of radius $\nu L/c$. For a box much larger than the wavelength, the number of points approaches the sphere's volume. Two polarizations give

$$
N(\nu)=2\cdot\frac{4\pi}{3}\left(\frac{\nu L}{c}\right)^3
=\frac{8\pi\nu^3V}{3c^3}.
$$

A direct count inside a sphere of radius 40 gives 0.9988 of this value. Differentiating and dividing by $V$ gives the number of modes per volume and frequency, $g(\nu)=8\pi\nu^2/c^3$.

**Energy of one mode.** A mode with $n$ photons has energy $nh\nu$ above its ground state. Write $x=h\nu/kT$. The Boltzmann weights $e^{-nx}$ form a geometric series,

$$
Z=\sum_{n=0}^{\infty}e^{-nx}=\frac1{1-e^{-x}}.
$$

Differentiating $Z$ with respect to $x$ brings down a factor $-n$, so the mean photon number is

$$
\langle n\rangle=-\frac{d\ln Z}{dx}
=\frac{d}{dx}\ln(1-e^{-x})
=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.
$$

The thermal energy of the mode is $h\nu/(e^x-1)$. The ground-state energy is left out because it is not available to be radiated away. Multiplying by the mode density gives the Planck energy density

$$
u_\nu=\frac{8\pi h\nu^3}{c^3}\frac1{e^{h\nu/kT}-1}.
$$

**Energy crossing a surface.** In isotropic radiation of total density $u$, the part moving within a solid angle $d\Omega$ is $u\,d\Omega/4\pi$. Its velocity normal to a surface is $c\cos\theta$, with $\theta$ measured from the normal. Summing over the outward hemisphere,

$$
M=\frac{cu}{4\pi}\,2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{cu}{2}\cdot\frac12=\frac{cu}{4}.
$$

One factor of one half arises because half the directions point outward; the other is the mean of $\cos\theta$ over those directions.

**Summing over frequency.** Substitute $\nu=kTx/h$, which turns $\nu^3d\nu$ into $(kT/h)^4x^3dx$:

$$
M=\frac c4\int_0^\infty u_\nu\,d\nu
=\frac{2\pi k^4T^4}{h^3c^2}\,I,\qquad
I=\int_0^\infty\frac{x^3}{e^x-1}\,dx.
$$

Expand $1/(e^x-1)=\sum_{m=1}^\infty e^{-mx}$ and use $\int_0^\infty x^3e^{-mx}dx=6/m^4$. Then $I=6\sum m^{-4}$.

The sum follows from the Fourier series of $x^2$ on $(-\pi,\pi)$,

$$
x^2=\frac{\pi^2}{3}+4\sum_{m=1}^{\infty}\frac{(-1)^m}{m^2}\cos mx.
$$

The constant is the mean of $x^2$, and the other coefficients follow from two integrations by parts. Now average the square of both sides. Different cosines are orthogonal and each $\cos^2mx$ averages to one half, so

$$
\frac{\pi^4}{5}=\frac{\pi^4}{9}+8\sum_{m=1}^\infty\frac1{m^4}
\quad\Longrightarrow\quad
\sum_{m=1}^\infty\frac1{m^4}=\frac{\pi^4}{90}.
$$

Hence $I=\pi^4/15=6.494$, and the black-body flux is

$$
M=\sigma T^4,\qquad
\sigma=\frac{2\pi^5k^4}{15h^3c^2}.
$$

**Comparison with the rough argument.** Suppose that every mode below $h\nu=kT$ held energy $kT$ and all higher modes were empty. In the integral, $x^3/(e^x-1)$ would be replaced by $x^2$ up to $x=1$ and by zero beyond. Its value would be $1/3$ instead of 6.494. The flux would be too small by a factor of about 19, and the area too large by the same factor.

The missing energy lies above the cutoff. Since $e^x-1>x$, the true contribution from $x<1$ is smaller than $1/3$; it is about 3.5% of the total. Most thermal radiation is therefore carried by photons with energy above $kT$. At 300 K the spectrum per unit wavelength peaks at 9.66 µm. This is tiny compared with a panel more than a metre across, so diffraction at the panel's edges can be neglected.

## What emissivity means

A real surface emits less than a black one because it reflects part of the radiation that strikes it. Consider an opaque, reciprocal surface in an enclosure at its own temperature. In each narrow band of frequency, direction and polarization it must emit as much as it absorbs. Otherwise a filter passing that band alone would let heat flow steadily between bodies at equal temperature, against the second law. Emissivity therefore equals absorptivity band by band. The value in the area formula is the average over the black-body spectrum at $T$ and over the hemisphere, with directions weighted by $\cos\theta$.

A smooth, thick, weakly absorbing dielectric shows why the angular average matters. At normal incidence its reflectance is $[(n-1)/(n+1)]^2$, where $n$ is now the refractive index. A normal emissivity of 0.9 requires a reflectance of 0.1, hence $n=1.925$. With $R(\theta)$ the unpolarized reflectance seen from outside, the hemispherical emissivity is

$$
\varepsilon=\int_0^{\pi/2}[1-R(\theta)]\sin2\theta\,d\theta=0.849.
$$

The emission can also be found from inside. The mode density there is larger by $n^3$ and the speed smaller by $n$, so the internal flux per solid angle is larger by $n^2$. Radiation escapes at internal angles $\theta'$ below the critical angle $\theta_c$, giving

$$
\varepsilon=n^2\int_0^{\theta_c}[1-R'(\theta')]\sin2\theta'\,d\theta'.
$$

Snell's law, $\sin\theta=n\sin\theta'$, implies $\sin2\theta\,d\theta=n^2\sin2\theta'\,d\theta'$. Reversing a ray changes only the sign of each Fresnel reflection amplitude, so $R=R'$. The two integrals agree, and numerical evaluation gives 0.849 for both. If the quoted 0.9 were the normal value for such a surface, the area would be 2.56 m² instead of 2.42 m².

## Steady state and sensitivity

Let $C$ be the heat capacity per panel area. With fixed power and an emissivity that does not change with temperature, energy conservation reads

$$
C\frac{dT}{dt}=\frac PA-\varepsilon\sigma T^4.
$$

Setting the left side to zero gives the area formula. For a small deviation $\delta$ from the steady temperature, $(T+\delta)^4\approx T^4+4T^3\delta$. The constant terms cancel, leaving

$$
C\frac{d\delta}{dt}=-4\varepsilon\sigma T^3\delta,\qquad
\tau=\frac{C}{4\varepsilon\sigma T^3}=\frac{CT}{4q}.
$$

The minus sign makes the state stable: a panel that is too warm emits more than it receives. For a 1 mm aluminium sheet, rough values of density and specific heat give $C=2430\ \mathrm{J\,m^{-2}\,K^{-1}}$. Then

$$
\tau=\frac{2430\times300}{4\times413.4}\ \mathrm s\approx441\ \mathrm s.
$$

This is about seven minutes. Pipes, coolant and attached equipment would lengthen it.

At fixed power and emissivity, $A\propto T^{-4}$. A 1% rise in absolute temperature saves about 4% of the area. The ideal area is 2.77 m² at 290 K and 2.12 m² at 310 K. A hotter radiator is smaller, provided that the equipment can deliver its heat at the higher temperature.

## When radiation arrives

If the panel absorbs a flux $q_{\mathrm{in}}$, it must emit that energy as well as the internal heat. The balance $A\varepsilon\sigma T^4=P+Aq_{\mathrm{in}}$ gives

$$
A=\frac{P}{\varepsilon\sigma T^4-q_{\mathrm{in}}},\qquad
q_{\mathrm{in}}<\varepsilon\sigma T^4.
$$

As $q_{\mathrm{in}}$ approaches the emitted flux, the area grows without limit. Beyond that point no panel of any size can reject heat at the chosen temperature.

**The cosmic background.** At roughly 2.7 K it adds about $2.7\times10^{-6}\ \mathrm{W/m^2}$, which is negligible beside $413\ \mathrm{W/m^2}$.

**Sunlight.** Take a rough solar flux of $1360\ \mathrm{W/m^2}$ at normal incidence and a solar absorptance of 0.2, a rough value for white paint. The absorbed flux is $272\ \mathrm{W/m^2}$, so

$$
A=\frac{1000}{413.4-272}\ \mathrm{m^2}\approx7.1\ \mathrm{m^2}.
$$

If the area is instead held at its ideal value, the steady temperature becomes

$$
T=\left(\frac{P/A+q_{\mathrm{in}}}{\varepsilon\sigma}\right)^{1/4}
\approx340\ \mathrm K.
$$

For this orientation, a solar absorptance of $413.4/1360\approx0.30$ would remove all cooling capacity at 300 K.

An absorptance of 0.2 for sunlight does not contradict an emissivity of 0.9, because the equality holds band by band. Only 0.21% of black-body flux at 300 K lies below 4 µm. If the Sun is modelled as a black body at 5800 K, only 0.96% of its flux lies above 4 µm. A coating can therefore reflect most sunlight and still emit well in the thermal infrared.

**Thermal radiation from Earth.** Let Earth be a uniform diffuse sphere that emits a flux $M_E$. Its emission per projected area and solid angle is $M_E/\pi$. The flux reaching the panel is $FM_E$, where the view factor $F$ is $1/\pi$ times the integral of the cosine of the incidence angle over Earth's disc. Let $\rho$ be the angular radius of that disc. For a panel facing Earth,

$$
F_{\mathrm{face}}=\frac1\pi\,2\pi\int_0^\rho\cos a\sin a\,da=\sin^2\rho.
$$

For a panel edge-on to Earth, let $a$ be the angle from the direction of Earth's centre and $b$ the azimuth. The incidence cosine is $\sin a\cos b$, and the front face receives radiation for $-\pi/2<b<\pi/2$. The integral over $b$ is 2, so

$$
F_{\mathrm{edge}}=\frac2\pi\int_0^\rho\sin^2a\,da
=\frac{\rho-\sin\rho\cos\rho}{\pi}.
$$

Close to the surface $\rho\to\pi/2$, and these become 1 and 1/2, as expected for a whole and a half hemisphere of view.

At an altitude of 400 km, with Earth's radius taken as 6370 km, $\sin\rho=6370/6770$. The factors are 0.885 and 0.289. For a rough thermal flux of $240\ \mathrm{W/m^2}$ and an infrared absorptivity taken as 0.9 at every angle, the panel absorbs $191\ \mathrm{W/m^2}$ facing Earth and $62\ \mathrm{W/m^2}$ edge-on. Without sunlight, the required areas are 4.5 m² and 2.85 m².

Over the day side, reflected sunlight must be added. Suppose that Earth reflects diffusely with an albedo of 0.3 everywhere, and that the panel absorbs 0.2 of the reflected light. No part of Earth's surface then reflects more than $0.3\times1360\ \mathrm{W/m^2}$. The panel facing Earth absorbs at most

$$
0.2\times0.3\times1360\times0.885\ \mathrm{W/m^2}
\approx72\ \mathrm{W/m^2}.
$$

Together with Earth's thermal radiation, this bound gives a required area of at most 6.7 m² as long as no direct sunlight reaches the panel. The bound depends strongly on the assumed albedo: over bright cloud or ice, a value of 0.4 raises it to 7.9 m² and 0.5 to 9.8 m². Just past the line between day and night, the Sun can shine on an Earth-facing panel from up to about 20° below the local horizontal, and that flux must then be added. Shortly before the panel enters Earth's shadow it reaches about $90\ \mathrm{W/m^2}$, and with Earth's thermal radiation the area rises to about 7.6 m².

## When the panel is not at one temperature

Heat often enters a radiator through pipes and spreads along a thin sheet. Let the pipe be at $T_b=300\ \mathrm K$, the half spacing between pipes $L$, the sheet conductivity $k_s$ and its thickness $t$. Per unit pipe length, the conducted heat is $-k_st\,dT/dx$. It falls with distance by the amount emitted, so

$$
k_st\,\frac{d^2T}{dx^2}=\varepsilon\sigma T^4,\qquad
T(0)=T_b,\qquad T'(L)=0.
$$

The second boundary condition expresses the symmetry halfway between pipes. Write $T=T_b-\vartheta$ and keep first order in $\vartheta/T_b$, so that $T^4\approx T_b^4-4T_b^3\vartheta$. With $q=\varepsilon\sigma T_b^4$,

$$
\vartheta''=m^2\left(\vartheta-\frac{T_b}{4}\right),\qquad
m^2=\frac{4\varepsilon\sigma T_b^3}{k_st}.
$$

The solution that meets both boundary conditions is

$$
\vartheta=\frac{T_b}{4}\left[1-\frac{\cosh m(L-x)}{\cosh mL}\right].
$$

To this order the local emission is $q(1-4\vartheta/T_b)=q\cosh m(L-x)/\cosh mL$. Its average over the sheet, divided by $q$, is the fin efficiency

$$
\eta=\frac1L\int_0^L\frac{\cosh m(L-x)}{\cosh mL}\,dx
=\frac{\tanh mL}{mL}.
$$

For small $mL$ the efficiency approaches one: a thick, conductive sheet with closely spaced pipes is nearly uniform in temperature. For large $mL$ the linearized formula gives a drop of $T_b/4$, which is no longer small, so the full equation is needed.

With rough values $k_s=170\ \mathrm{W\,m^{-1}\,K^{-1}}$, $t=1\ \mathrm{mm}$ and $L=0.10\ \mathrm m$, $mL=0.569$ and the formula gives $\eta=0.904$. Solving the full equation gives 0.908 and a temperature drop of 10.8 K. The ideal area must then be divided by 0.908, which gives 2.66 m².

## A real radiator

These numbers represent a white-painted aluminium panel in low Earth orbit; the material and coating values are rough. Imperfect back insulation would slightly help if the back also saw empty space: an effective back emissivity of 0.02 would save 2.2% of the area. Direct sunlight at normal incidence is the largest single load evaluated here, raising the area from 2.4 to 7.1 m². That figure holds only while Earth is behind the panel and is not the worst case in orbit: a Sun-facing panel above the line between day and night also sees Earth edge-on, absorbs about $272+62\ \mathrm{W/m^2}$, and needs about 13 m². The corrections have been sized one at a time, so their area increases should not simply be added; the incoming fluxes and the temperature profile belong in one energy balance. Nearby spacecraft surfaces may also block the view of space and are not included. The figure of 2.4 m² is the ideal requirement for the stated emissivity and temperature, while orientation, heat spreading and ageing of the coating all affect how much more a particular design needs. The numerical output below lists the inputs and results.

## Calculated quantities

```
Rejected power: 1000 W
Emissivity: 0.9
Panel temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m^2 K^4)
Modes counted / formula: 0.9988
Sampled one-way flux factor: 0.2504
Planck integral: 6.493939
Black-body flux at 300 K: 459.3 W/m^2
Panel flux: 413.37 W/m^2
IDEAL AREA: 2.419 m^2
Ideal area, converted: 2.419e+04 cm^2
Numerical d ln A / d ln T: -4
Ideal area at 290 K: 2.77 m^2
Ideal area at 310 K: 2.122 m^2
Peak wavelength at 300 K: 9.659 um
Band edge: 4 um
300 K flux below band edge: 0.213 %
Sun model temperature (rough): 5800 K
Sun flux above band edge: 0.963 %
Solar flux (rough): 1360 W/m^2
Solar absorptance (rough): 0.2
Absorbed full sunlight: 272 W/m^2
Area in full sunlight: 7.07 m^2
Ideal-area panel in full sun: 340.4 K
Earth thermal flux (rough): 240 W/m^2
Earth radius (rough): 6370 km
Orbit altitude: 400 km
Earth view factor, facing: 0.885
Earth view factor, edge-on: 0.289
Earth heat absorbed, facing: 191 W/m^2
Earth heat absorbed, edge-on: 62.3 W/m^2
Area facing dark Earth: 4.5 m^2
Area edge-on, no sunlight: 2.85 m^2
Earth albedo (rough): 0.3
Reflected-sun absorption bound: 72.2 W/m^2
Area facing Earth, with bound: 6.67 m^2
Background temperature (rough): 2.7 K
Absorbed background: 2.7e-06 W/m^2
Sheet conductivity (rough): 170 W/(m K)
Sheet thickness: 1 mm
Half pipe spacing: 0.1 m
Fin parameter mL: 0.569
Temperature drop in sheet: 10.8 K
Fin efficiency, numerical: 0.908
Fin efficiency, formula: 0.904
Area with sheet drop: 2.66 m^2
Back effective emissivity (rough): 0.02
Area saved by back leak: 2.2 %
Model refractive index: 1.925
Hemispherical emissivity, model: 0.849
Same, from inside emission: 0.849
Area if 0.9 is normal value: 2.56 m^2
Sheet density (rough): 2700 kg/m^3
Sheet specific heat (rough): 900 J/(kg K)
Heat capacity per area: 2430 J/(m^2 K)
Thermal response time: 441 s
```
